\section*{Finding an Ion-Migration Saddle with a Climbing-Image Elastic Band}

\section{One climbing image on a surface with two coordinates}

Take the dimensionless energy surface
\begin{equation}
E(x,y)=(x^2-1)^2+4y^2\left(x^2-\tfrac12\right)+4y^4 .
\end{equation}
Its gradient $g=\nabla E$ has the components
\begin{equation}
g_x=4x(x^2-1)+8xy^2,\qquad g_y=8y\left(x^2-\tfrac12\right)+16y^3,
\end{equation}
and its second derivatives are
\begin{equation}
E_{xx}=12x^2-4+8y^2,\quad E_{xy}=16xy,\quad E_{yy}=8x^2-4+48y^2 .
\end{equation}
If $x$ and $y$ were both nonzero, $g=0$ would require $x^2+2y^2=1$ and $x^2+2y^2=\tfrac12$ together, which is impossible. The stationary points therefore lie on the axes:
\begin{itemize}
\item $(\pm1,0)$, with $E=0$ and curvatures $8$ and $4$: two minima;
\item $(0,\pm\tfrac12)$, with $E=\tfrac34$ and curvatures $-2$ and $8$: two saddles;
\item $(0,0)$, with $E=1$ and curvatures $-4$ and $-4$: a maximum.
\end{itemize}
A particle going from one minimum to the other need climb no higher than $\tfrac34$. The straight line between the minima passes over the maximum instead.

Place one movable point, an image, between the minima. Unless it lies exactly on the line $x=0$, downhill motion along $-g$ returns it to a minimum. To reach a saddle it must go uphill along the path and downhill across it. With the path direction held at $\hat x$, this means reversing the $x$ component of the force:
\begin{equation}
F=(+g_x,\,-g_y).
\end{equation}
Near $(0,\tfrac12)$, write $x=\delta_x$ and $y=\tfrac12+\delta_y$. To first order $g_x=-2\delta_x$ and $g_y=8\delta_y$, so $F=(-2\delta_x,-8\delta_y)$. Both components restore the image to the saddle. Near the maximum $g=(-4x,-4y)$ and $F=(-4x,+4y)$: the image is held in $x$ but driven away in $y$.

On the line $x=0$ the force is $F_y=4y-16y^3$. An image at $y=0.1$ feels $0.4-0.016=0.384$ and moves towards $y=\tfrac12$, where $F_y=0$. An image at $y=0$ feels no force and stays on the maximum. The same happens with a band of five images: a straight start ends at $E=1.0000$ with two negative Hessian eigenvalues, and a slightly bowed start ends at $E=0.7500$ with one. A vanishing force thus proves that a stationary point was found, but not that it is a saddle with one unstable direction.

\section{Why the forces must be projected}

Let $R$ collect all ionic coordinates, with energy $E(R)$, gradient $g$ and Hessian $H$. Relax the structures before and after the hop and join them by $N$ interior images $R_1,\dots,R_N$, with fixed ends $R_0$ and $R_{N+1}$. The simplest band minimises
\begin{equation}
S=\sum_{i=1}^{N}E(R_i)+\frac k2\sum_{i=0}^{N}|R_{i+1}-R_i|^2 .
\end{equation}
Image $R_i$ occurs in two spring terms, so its force is
\begin{equation}
-\frac{\partial S}{\partial R_i}=-g_i+k\,(R_{i+1}-2R_i+R_{i-1}).
\label{eq:raw}
\end{equation}
This has two faults. Along the path, the true force pulls images off the barrier into the minima, and soft springs cannot prevent it. Across the path, the springs pull the band off a curved valley. For spacing $h$ and arc length $\ell$, the second difference is approximately $h^2\,d^2R/d\ell^2$, which is perpendicular to the tangent. Equilibrium then requires
\begin{equation}
g_\perp\simeq kh^2\,\frac{d^2R}{d\ell^2},
\end{equation}
whereas a minimum-energy path has $g_\perp=0$. Stiff springs therefore cut the corner.

The nudged band keeps the useful part of each force. With unit tangent $\tau_i$,
\begin{equation}
F_i=-g_i+(g_i\cdot\tau_i)\tau_i
+k\big(|R_{i+1}-R_i|-|R_i-R_{i-1}|\big)\tau_i .
\label{eq:neb}
\end{equation}
The first two terms are the true force across the path. The last acts along the path and vanishes when the two gaps are equal. The two parts are perpendicular, so each must vanish separately at convergence.

The tangent is built from $t_+=R_{i+1}-R_i$ and $t_-=R_i-R_{i-1}$. On a slope, $\tau_i$ points along whichever of these joins the image to its neighbour of higher energy. At an image that is higher or lower than both neighbours, $\tau_i\propto w_+t_++w_-t_-$. The weights are the absolute energy differences to the two neighbours, the larger one being given to the side of the higher neighbour. If the energy of one neighbour approaches $E_i$ while that of the other does not, the smaller weight goes to zero and the slope rule is recovered, so the tangent does not jump.

\section{The climbing image}

After the band has relaxed, the highest image loses its springs and has its tangential force reversed:
\begin{equation}
F=-g+2(g\cdot\tau)\tau=-Pg,\qquad P=I-2\tau\tau^{T}.
\label{eq:climb}
\end{equation}
Since $\tau^T\tau=1$,
\begin{equation}
P^2=I-4\tau\tau^T+4\tau(\tau^T\tau)\tau^T=I .
\end{equation}
If $F=0$, multiplying by $-P$ gives $g=0$, and the converse is immediate. The converged climber is therefore a stationary point of the true energy, whatever the spring constant, the number of images or the error in $\tau$. Convergence itself is not guaranteed: it can fail if the tangent is too far from the unstable mode, or if the springs are too stiff for the step size. The starting path can also decide which stationary point is reached, as the opening example shows.

For the stability of the climb, displace the climber by $\delta$ from a stationary point. The tangent changes too, but
\begin{equation}
dF=-(dP)\,g-P\,dg=-PH\delta ,
\label{eq:linear}
\end{equation}
because $g=0$ there. Moving a neighbour changes $P$ but not the climber's own $g$, so it produces no force on a converged climber.

A descent step of size $\alpha$ maps $\delta$ to $(I-\alpha PH)\delta$. For an eigenvalue $\mu$ of $PH$, the error shrinks if $|1-\alpha\mu|<1$, that is
\begin{equation}
\alpha|\mu|^2<2\,\mathrm{Re}\,\mu .
\end{equation}
A small enough $\alpha$ exists when every $\mu$ has a positive real part. This condition is called a stable climb below.

\subsection{A stable climb implies one negative eigenvalue}

Suppose the climb is stable. For any $s\ge0$, the number $-s$ is not an eigenvalue of $PH$, so $PH+sI$ is invertible. Because $P^2=I$,
\begin{equation}
PH+sI=P(H+sP),
\end{equation}
and the symmetric matrix $H+sP$ is invertible as well. Its real eigenvalues vary continuously with $s$ and never cross zero, so the number of negative ones stays constant. For large $s$ the term $sP$ dominates. $P$ has one eigenvalue $-1$, along $\tau$, and all its others are $+1$. Hence $H$, the case $s=0$, has one negative eigenvalue.

The maximum in the opening example does not contradict this. There $PH$ has the eigenvalues $4$ and $-4$, so the climb is unstable, but the symmetric start had no component in the growing direction. This is why the Hessian is diagonalised after convergence.

\subsection{How good must the tangent be?}

Conversely, let $H$ have one negative eigenvalue $\lambda_1$ and otherwise positive ones $\lambda_i$. Let $c_i$ be the components of $\tau$ along the normalised eigenvectors, so that $\sum_ic_i^2=1$. The eigenvalues of $PH$ satisfy $\det(H-\mu P)=0$, where
\begin{equation}
H-\mu P=(H-\mu I)+2\mu\,\tau\tau^T .
\end{equation}
The determinant rule $\det(A+uv^T)=\det A\,(1+v^TA^{-1}u)$ gives, for $\mu$ different from every $\lambda_i$,
\begin{equation}
0=1+\sum_i\frac{2\mu c_i^2}{\lambda_i-\mu}
=\sum_i c_i^2\,\frac{\lambda_i+\mu}{\lambda_i-\mu},
\label{eq:secular}
\end{equation}
where the $1$ was written as $\sum_ic_i^2$. Now suppose $\mathrm{Re}\,\mu\le0$. From
\begin{equation}
|\lambda_i+\mu|^2-|\lambda_i-\mu|^2=4\lambda_i\,\mathrm{Re}\,\mu ,
\end{equation}
the fraction has modulus at most 1 for positive $\lambda_i$ and at least 1 for $\lambda_1$. Moving the first term of (\ref{eq:secular}) to the other side and taking moduli,
\begin{equation}
c_1^2\le\sum_{i>1}c_i^2=1-c_1^2,\qquad\text{so}\qquad c_1^2\le\tfrac12 .
\end{equation}
The excluded value $\mu=\lambda_1$ would make the determinant $2\lambda_1c_1^2\prod_{i>1}(\lambda_i-\lambda_1)$, which is nonzero if $c_1\ne0$. Therefore, if $c_1^2>\tfrac12$, every $\mu$ has a positive real part: a tangent within $45^\circ$ of the unstable mode guarantees a stable climb for small steps.

Both statements were tested on 20000 random four-dimensional cases. All 993 stable climbs had one negative eigenvalue. All 902 cases with one negative eigenvalue and a tangent within $45^\circ$ were stable. The remaining 91 stable climbs had larger angles, so the condition is sufficient but not necessary.

\section{The procedure}

\begin{enumerate}
\item Relax both end structures and confirm that they are minima.
\item Interpolate the images. If the line between the ends has a symmetry, break it with a small displacement.
\item Relax the band with (\ref{eq:neb}).
\item Choose the highest image, apply (\ref{eq:climb}) to it, and relax the whole band again.
\item Diagonalise the Hessian at the climber and require one negative eigenvalue.
\end{enumerate}
Only energies and forces enter, so density-functional values can be used directly, provided that all images share the same supercell, charge state and numerical settings. The result is a saddle on the route that was found; a lower saddle on another route is not excluded.

A residual gradient $\epsilon$ at the climber shifts its position by $H^{-1}\epsilon$ and its energy by $\tfrac12\epsilon^TH^{-1}\epsilon$ to leading order. The energy error is thus at most $|\epsilon|^2/(2\min_i|\lambda_i|)$. This bound and the stability results above assume that $H$ has no zero eigenvalue. If all atoms are free, rigid translations (and rotations, for an isolated molecule) give zero modes. They must be removed, by projecting them out or, in a periodic cell, by fixing one atom, before the bound is applied or negative eigenvalues are counted. The Hessian is more demanding. If it is formed from forces with noise $\epsilon$ at displacements $\pm d$, its elements carry errors of up to $\epsilon/d$.

\section{An ion passing through a window}

Consider an ion of charge $+e$ moving between two cubic cages of edge 0.30 nm that share a face. The four ions of that face form a window in the plane $x=0$. The model energy is
\begin{equation}
E=\sum_{j=1}^{12}A_je^{-r_j/\rho}+\frac K2\sum_j|u_j|^2 ,
\end{equation}
where $r_j$ is the distance to framework ion $j$ and $u_j$ is that ion's displacement. The round parameters are $\rho=0.030$ nm, $A_j=600$ eV and $K=600$ eV/nm$^2$. One window ion has 1.5 times this amplitude. One far corner of the right cage has twice this amplitude, which gives the two end states different energies. The window ions move and the eight outer ions are fixed, giving $3+4\times3=15$ coordinates.

A rigid window of four equal ions shows where the negative curvature comes from. With $\phi=Ae^{-r/\rho}$ and the mobile ion at the centre, the curvatures are
\begin{equation}
E_{xx}=\frac{4\phi'}{r}=-\frac{4\phi}{\rho r},\qquad
E_{yy}=E_{zz}=2\left(\phi''+\frac{\phi'}r\right)
=\frac{2\phi}{\rho}\left(\frac1\rho-\frac1r\right).
\end{equation}
Motion along the axis is unstable, and motion in the plane is stable for $r>\rho$. Here $r=0.15\sqrt2=0.21$ nm, well above $\rho$.

With all 15 coordinates free, the mobile ion starts at $x=-0.147$ nm, crosses the saddle at $x=0.0004$ nm and ends at $x=0.140$ nm. The forward barrier is 0.816 eV. The final state lies 0.071 eV above the initial one, so the reverse barrier is $0.816-0.071=0.745$ eV. A calculation without a band, which relaxes all other coordinates at fixed $x$ and then maximises over $x$, gives the same forward barrier to $10^{-6}$ eV.

If the window ions are frozen where they stand in the initial state, the barrier is 1.165 eV. Their relaxation thus lowers it by 0.349 eV. The unprojected band (\ref{eq:raw}) also misses the barrier by tenths of an eV. With seven images and $k=10$ eV/nm$^2$, no image lies higher than 0.087 eV: they have slid into the wells. With $k=20000$ eV/nm$^2$ the highest image lies at 1.003 eV, which is 0.187 eV above the saddle.

\subsection{How the result depends on the number of images}

The lowest Hessian eigenvalue at the saddle is $\lambda_1=-176$ eV/nm$^2$; the next is $+235$ eV/nm$^2$, and there is one negative eigenvalue among 15. Near the top of the path
\begin{equation}
E\simeq E_s-\tfrac12|\lambda_1|s^2 ,
\end{equation}
where $s$ is the distance from the saddle. With equal spacing $h$ the nearest image has $s\le h/2$, so a band without a climber underestimates the barrier by at most $|\lambda_1|h^2/8$ in this approximation.

The error itself depends on where the images fall. Halfway between the end positions of the ion, $x=(-0.1471+0.1404)/2\approx-0.0033$ nm. The saddle lies about $m=0.0037$ nm further on. For odd $N$ the middle image sits near the midpoint and $s\simeq m$. For even $N$ the two middle images lie $h/2$ on either side of the midpoint, and the nearer one has $s\simeq h/2-m$. The band is about 0.294 nm long when measured in all 15 coordinates, so $h\simeq0.294\ \mathrm{nm}/(N+1)$. This predicts:
\begin{center}
\begin{tabular}{cccc}
$N$ & $s$ (nm) & $\frac12|\lambda_1|s^2$ (eV) & actual error (eV)\\
3 & 0.0037 & 0.001 & 0.001\\
4 & 0.0257 & 0.058 & 0.056\\
8 & 0.0126 & 0.014 & 0.014\\
16 & 0.0049 & 0.002 & 0.002
\end{tabular}
\end{center}
Three images do better than eight because one of them happens to lie close to the saddle. The error of a plain band therefore need not fall steadily as images are added. With the climber, all six bands tested, with 3, 4, 6, 8, 12 and 16 images, give 0.815864 eV.

Three images suffice here: even then the tangent is only $1.5^\circ$ from the unstable mode. The path does bend at the top, where the window is widest open, but the two neighbours of the climber lie almost symmetrically about it. The segments to them deviate from the mode by about $7^\circ$ each, and these deviations nearly cancel in the tangent. This result holds for the present path. For a sharply bent path, or one with an intermediate minimum, repeat the calculation with more images and check that the same saddle is found. More images also improve the path itself. The largest distance between the band and the steepest-descent path from the saddle falls from 0.0008 nm with 4 images to 0.0003 nm with 16.

For this saddle, a residual gradient of 0.1 eV/nm (0.01 eV/\AA) changes the energy by at most $0.1^2/(2\times176)=3\times10^{-5}$ eV. Force noise of the same size, with displacements of 0.001 nm, could put errors of 100 eV/nm$^2$ into the Hessian, comparable with $\lambda_1$. Accurate curvatures therefore need more precise forces than the barrier does.

\section{What the model leaves out}

Freeing all 12 framework ions raises the barrier to 0.850 eV, so the initial state gains 0.034 eV more from this relaxation than the saddle does.

A field $\mathcal E$ along $x$, acting on the mobile ion alone, adds $-e\mathcal Ex$ to the energy. At a stationary point the first-order energy change is this term at the unshifted position, because the gradient vanishes. For 1 MV/cm, or 0.1 V/nm,
\begin{equation}
\Delta E_b\simeq-0.1\times(0.0004+0.1471)=-0.0148\ \text{eV}.
\end{equation}
Locating both stationary points again in the field gives $-0.0147$ eV.

With masses of 63.5 u for the mobile ion and 16 u for the framework ions, zero-point motion adds 0.008 eV to the barrier in the low-temperature limit. Mass weighting replaces $H$ by $M^{-1/2}HM^{-1/2}$, a congruence that preserves the number of negative eigenvalues. The unstable mode has an imaginary frequency of 2.62 THz. For a parabolic barrier top, tunnelling multiplies the classical rate by $(u/2)/\sin(u/2)$ with $u=\hbar\omega/k_BT$, provided that $u<2\pi$. At 300 K, $u=0.42$ and the factor is 1.007.

The largest effect sized here is the electrostatic energy of the framework. For a rigid cubic lattice of charges $-e$ in a uniform neutralising background, with relative permittivity 4, moving the ion from cage centre to window centre changes its energy by $-0.263$ eV. This rigid value cannot simply be added to the 0.816 eV barrier. At the saddle the window has opened, its ions lying on average 0.230 nm from their centre instead of 0.212 nm, and the mobile ion loses attraction to them. Evaluated at the relaxed geometries of the model, the ion--framework electrostatic term raises the barrier by 0.13 eV, and relaxing both stationary points with this term included gives 0.935 eV, a shift of $+0.12$ eV. Even the sign of the effect thus depends on the relaxation of the framework, and a repulsion fitted to a real material would already contain part of it.

The masses and the hop length resemble those of a copper ion in the oxide of a conductive-bridge memory, where barriers of several tenths of an eV up to about 1 eV are a rough expectation. The model barrier falls in that range by choice of parameters and predicts nothing about a particular oxide. A permittivity of 4 is roughly the static value of silica; its electronic value, about 2, would double the electrostatic terms at fixed geometry. Such oxides are usually amorphous, so a device has a distribution of sites and saddles instead of the single regular window assumed here. The resulting spread was not computed, but a change of 0.12 eV, the size of the relaxed electrostatic shift, alters the Boltzmann factor at 300 K by $e^{0.12/0.0259}\approx100$. For a rate prediction, the energy surface and the sampling of sites then matter far more than the last digits of a converged band. The numerical output below lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
cage edge: 0.30 nm; repulsion decay length: 0.030 nm
repulsion amplitude: 600 eV; tether: 600 eV/nm^2
amplitude factors: window ion 1.5, far corner 2.0
band spring: 500 eV/nm^2; descent step: 0.0005 nm^2/eV
initial ion position (nm): [-0.1471 -0.0033 -0.0033]
final ion position (nm): [ 0.1404 -0.0093 -0.0093]
saddle ion position (nm): [ 0.0004 -0.0054 -0.0054]
final minus initial energy: 0.0713 eV
barrier from constrained scan: 0.815864 eV at x = 0.00037 nm
3 interior images: plain top 0.81464 eV, climbed 0.815864 eV
  error bound 0.11849 eV, tangent-mode angle 1.53 deg, 158 steps
4 interior images: plain top 0.75941 eV, climbed 0.815864 eV
  error bound 0.07591 eV, tangent-mode angle 1.09 deg, 180 steps
6 interior images: plain top 0.78993 eV, climbed 0.815864 eV
  error bound 0.03880 eV, tangent-mode angle 0.55 deg, 186 steps
8 interior images: plain top 0.80198 eV, climbed 0.815864 eV
  error bound 0.02349 eV, tangent-mode angle 0.33 deg, 208 steps
12 interior images: plain top 0.81084 eV, climbed 0.815864 eV
  error bound 0.01127 eV, tangent-mode angle 0.16 deg, 314 steps
16 interior images: plain top 0.81375 eV, climbed 0.815864 eV
  error bound 0.00659 eV, tangent-mode angle 0.09 deg, 458 steps
reverse barrier: 0.7445 eV
barrier with window frozen at initial state: 1.1648 eV
unprojected, spring 10 eV/nm^2: top 0.0868 eV
unprojected, spring 20000 eV/nm^2: top 1.0027 eV
three lowest saddle curvatures (eV/nm^2): [-176.25  234.66  260.81]
largest saddle curvature: 1370.6 eV/nm^2
negative eigenvalues: 1 of 15
smallest real part of climb rates: 176.31 eV/nm^2
largest band-to-descent distance, 4 images: 0.00084 nm
largest band-to-descent distance, 16 images: 0.00027 nm
random matrices: 20000; stable climbs: 993
random cases with one negative mode within 45 deg: 902
symmetry trap, straight start: E = 1.0000 (dimensionless), 2 negative
symmetry trap, bowed start: E = 0.7500 (dimensionless), 1 negative
barrier with all 12 framework ions free: 0.8503 eV
field: 1.0 MV/cm; barrier shift: -0.01469 eV
first-order field shift: -0.01475 eV
masses: mobile 63.5 u, framework 16.0 u
zero-point barrier shift: 0.00776 eV
barrier-top frequency: 2.623 THz (imaginary)
tunnelling factor at 300 K: 1.00737 (no unit)
framework charge: -1 e; permittivity: 4
framework electrostatic barrier shift: -0.2633 eV
\end{verbatim}
